# The Layzer–Bahcall Double Expansion and the Shrinking Zero-Order Complex, part 1

(Sections cited here and not found follow in the second part.)

## I. Two small parameters and the degeneracy they leave

### The physical question

Remove electrons from an atom until four are left, and follow this beryllium-like ion as the nuclear charge \(Z\) grows. The nuclear attraction increasingly outweighs the electron repulsion, so the electrons settle into hydrogenic orbitals. Without relativity, hydrogenic \(2s\) and \(2p\) orbitals have the same energy. The repulsion, however weak, then mixes \(1s^22s^2\) with \(1s^22p^2\) by an amount that does not vanish as \(Z\) grows.

The electrons also move faster as \(Z\) grows, and fine structure separates \(2p_{3/2}\) from \(2s_{1/2}\) and \(2p_{1/2}\). Which states then remain degenerate, and which mixing survives? The answer needs an expansion in two quantities: \(1/Z\), which measures repulsion against attraction, and \((Z\alpha)^2\), which measures relativity.

### Scaling the Hamiltonian

We use Hartree atomic units, in which the speed of light is \(c=1/\alpha\), and subtract the rest energy. For \(N\) electrons and a fixed point nucleus,

\[
H=\sum_i\left[c\,\boldsymbol\alpha_i\!\cdot\!\mathbf p_i+(\beta_i-1)c^2-\frac{Z}{r_i}\right]+\sum_{i<j}\left(\frac1{r_{ij}}+B_{ij}\right), \tag{1}
\]

\[
B_{ij}=-\frac1{2r_{ij}}\left[\boldsymbol\alpha_i\!\cdot\!\boldsymbol\alpha_j+(\boldsymbol\alpha_i\!\cdot\!\hat{\mathbf r}_{ij})(\boldsymbol\alpha_j\!\cdot\!\hat{\mathbf r}_{ij})\right]. \tag{2}
\]

Here \(\boldsymbol\alpha_i,\beta_i\) are Dirac matrices, while \(\alpha\) without an index is the fine-structure constant. \(B_{ij}\) is the instantaneous Breit interaction. The operator acts between products of positive-energy orbitals of the one-electron problem in the nuclear field; this is the no-pair model. Pair creation and radiative effects are outside it.

Set \(\mathbf r=\boldsymbol\rho/Z\), hence \(\mathbf p=Z\boldsymbol\pi\), and define \(\lambda=Z\alpha\), so that \(c=Z/\lambda\). Then \(c\,\boldsymbol\alpha\cdot\mathbf p=Z^2\lambda^{-1}\boldsymbol\alpha\cdot\boldsymbol\pi\), \(c^2=Z^2/\lambda^2\) and \(Z/r=Z^2/\rho\), while each interaction between electrons, being an inverse length, acquires one factor \(Z\). Therefore

\[
H=Z^2\left[\sum_i h_i(\lambda)+\frac1Z\,W\right],\qquad
h(\lambda)=\frac{\boldsymbol\alpha\!\cdot\!\boldsymbol\pi}{\lambda}+\frac{\beta-1}{\lambda^2}-\frac1\rho, \tag{3}
\]

where \(W\) is the electron interaction written in \(\boldsymbol\rho\). The projection depends on \(h(\lambda)\) alone, so \(1/Z\) and \(\lambda\) are the two parameters of the problem.

Write an orbital as an upper part \(\varphi\) and a lower part \(\chi\), with scaled energy \(\varepsilon\). The equation \(h\psi=\varepsilon\psi\) becomes

\[
\frac{\boldsymbol\sigma\!\cdot\!\boldsymbol\pi}{\lambda}\chi-\frac{\varphi}{\rho}=\varepsilon\varphi,\qquad
\chi=\frac{\lambda\,\boldsymbol\sigma\!\cdot\!\boldsymbol\pi\,\varphi}{2+\lambda^2(\varepsilon+1/\rho)}. \tag{4}
\]

For \(\lambda\to0\) the lower part is \(\chi\simeq\frac\lambda2\boldsymbol\sigma\cdot\boldsymbol\pi\varphi\), and the first equation becomes the hydrogen problem \((\pi^2/2-1/\rho)\varphi=\varepsilon\varphi\). Each matrix \(\boldsymbol\alpha_i\) connects an upper to a lower part and brings one factor \(\lambda\). The Breit interaction contains two of them, so its matrix elements are of order \(\lambda^2\) relative to the Coulomb scale.

### The one-electron energies

The degeneracy for finite \(\lambda\) follows from the radial Dirac equation. Let \(\kappa=-(l+1)\) for \(j=l+\tfrac12\), \(\kappa=l\) for \(j=l-\tfrac12\), and \(k=|\kappa|=j+\tfrac12\). With upper and lower radial functions \(P,Q\),

\[
P'+\frac\kappa\rho P=\left[\frac2\lambda+\lambda\left(\varepsilon+\frac1\rho\right)\right]Q,\qquad
Q'-\frac\kappa\rho Q=-\lambda\left(\varepsilon+\frac1\rho\right)P. \tag{5}
\]

Insert \(P=\rho^\gamma e^{-a\rho}\sum_i p_i\rho^i\) and the same form for \(Q\) with coefficients \(q_i\). With \(A=2/\lambda+\lambda\varepsilon\) and \(B=\lambda\varepsilon\), equating the coefficients of \(\rho^{\gamma+i-1}\) gives

\[
\begin{aligned}
(\gamma+i+\kappa)p_i-\lambda q_i&=a\,p_{i-1}+A\,q_{i-1},\\
(\gamma+i-\kappa)q_i+\lambda p_i&=a\,q_{i-1}-B\,p_{i-1}.
\end{aligned} \tag{6}
\]

For \(i=0\) the right sides vanish. A nonzero solution requires \(\gamma^2-\kappa^2+\lambda^2=0\), and regularity selects \(\gamma=\sqrt{k^2-\lambda^2}\). For \(k=1\) this is real and positive if \(Z<1/\alpha\), which we assume.

Choose \(a>0\) with \(a^2=-AB\), the decay rate demanded by (5) at large \(\rho\). For large \(i\), equation (6) multiplies the coefficient vector by a matrix with eigenvalues \(2a/i\) and \(0\). An unending series thus grows as \(e^{2a\rho}\) and defeats the factor \(e^{-a\rho}\). A bound state needs a last index \(n_r\), for which the right sides of (6) at \(i=n_r+1\) vanish:

\[
a\,p+A\,q=0,\qquad a\,q=B\,p,\qquad (p,q)=(p_{n_r},q_{n_r}). \tag{7}
\]

Now take (6) at \(i=n_r\), multiply the first line by \(a\), and subtract \(A\) times the second. The right side is \((a^2+AB)p_{n_r-1}=0\). The left side is

\[
a(\gamma+n_r+\kappa)p-a\lambda q-A(\gamma+n_r-\kappa)q-A\lambda p=0 .
\]

By (7), \(-Aq=ap\) and \(aq=Bp\). The terms in \(\kappa\) cancel, leaving

\[
2a(\gamma+n_r)=\lambda(A+B)=2(1+\lambda^2\varepsilon). \tag{8}
\]

Let \(w=1+\lambda^2\varepsilon\). Since \(a^2=-\varepsilon(2+\lambda^2\varepsilon)=(1-w^2)/\lambda^2\), squaring (8) gives \((1-w^2)(n_r+\gamma)^2=\lambda^2w^2\). With \(n=n_r+k\),

\[
\varepsilon_{nk}=\frac1{\lambda^2}\left\{\left[1+\frac{\lambda^2}{(n-k+\gamma)^2}\right]^{-1/2}-1\right\}. \tag{9}
\]

The sign of \(\kappa\) has disappeared, so orbitals with equal \(n\) and \(j\) but different \(l\) are degenerate at every \(\lambda<1\).

Both signs do occur for \(n_r\ge1\). The combined equation is one linear relation between \(p\) and \(q\), satisfied by the terminating ratio in (7). Its coefficient of \(q\) is \(-a\lambda-A(\gamma+n_r-\kappa)\), which is nonzero because \(k-\gamma=\lambda^2/(k+\gamma)<1\). The recursion must therefore reach the terminating ratio. For \(n_r=0\), equation (7) requires opposite signs of \(p_0\) and \(q_0\), whereas (6) gives them equal signs when \(\kappa>0\). Hence \(\kappa>0\) is excluded there. The orbital \(2p_{3/2}\) has no partner, while \(2s_{1/2}\) and \(2p_{1/2}\) are partners.

### The term in \(\lambda^2\)

For small \(\lambda\), \(\gamma=k-\lambda^2/(2k)+O(\lambda^4)\), so

\[
\frac1{(n-k+\gamma)^2}=\frac1{n^2}\left(1+\frac{\lambda^2}{nk}\right)+O(\lambda^4).
\]

Using \((1+u)^{-1/2}-1=-u/2+3u^2/8+\cdots\) in (9), we find

\[
\varepsilon_{nk}=-\frac1{2n^2}-\frac{\lambda^2}{2n^3k}+\frac{3\lambda^2}{8n^4}+O(\lambda^4)
=-\frac1{2n^2}+\lambda^2f_{nk}+O(\lambda^4), \tag{10}
\]

\[
f_{nk}=-\frac1{2n^4}\left(\frac nk-\frac34\right). \tag{11}
\]

The familiar fine-structure operators show how the dependence on \(l\) cancels. Expand \(\chi\) in (4) to the next order, substitute it into the first equation, and take the scalar product with the unperturbed \(\varphi_0\), whose energy is \(\varepsilon_0\). The first-order shift divided by \(\lambda^2\) is

\[
f=-\tfrac14\left\langle\varphi_0\middle|\boldsymbol\sigma\!\cdot\!\boldsymbol\pi\,w_0\,\boldsymbol\sigma\!\cdot\!\boldsymbol\pi\middle|\varphi_0\right\rangle,\qquad w_0=\varepsilon_0+\frac1\rho. \tag{12}
\]

The double commutator of \(\boldsymbol\pi\) with \(w_0\) and the product rule for Pauli matrices give

\[
\boldsymbol\sigma\!\cdot\!\boldsymbol\pi\,w_0\,\boldsymbol\sigma\!\cdot\!\boldsymbol\pi
=\tfrac12(\pi^2w_0+w_0\pi^2)+\tfrac12\nabla^2w_0+\boldsymbol\sigma\!\cdot\!(\nabla w_0\times\boldsymbol\pi).
\]

Here \(\pi^2\varphi_0=2w_0\varphi_0\), \(\nabla^2w_0=-4\pi\delta(\boldsymbol\rho)\), where this \(\pi\) is the number, and the last term is \(-2\,\mathbf l\cdot\mathbf s/\rho^3\). Consequently

\[
f=-\tfrac12\langle w_0^2\rangle+\tfrac\pi2|\varphi_0(0)|^2+\tfrac12\left\langle\frac{\mathbf l\cdot\mathbf s}{\rho^3}\right\rangle. \tag{13}
\]

These are the mass-velocity, Darwin and spin-orbit terms; the last is absent for \(s\) orbitals.

For \(n=2\) the radial functions are \(P_{2s}=\rho(1-\rho/2)e^{-\rho/2}/\sqrt2\) and \(P_{2p}=\rho^2e^{-\rho/2}/(2\sqrt6)\). Both have \(\langle\rho^{-1}\rangle=\frac14\). The values of \(\langle\rho^{-2}\rangle\) are \(\frac14\) and \(\frac1{12}\), and \(\langle\rho^{-3}\rangle_{2p}=\frac1{24}\). With \(\varepsilon_0=-\frac18\), the mass-velocity terms are

\[
-\tfrac12\left(\tfrac1{64}-\tfrac1{16}+\tfrac14\right)=-\tfrac{13}{128},\qquad
-\tfrac12\left(\tfrac1{64}-\tfrac1{16}+\tfrac1{12}\right)=-\tfrac7{384}
\]

for \(2s\) and \(2p\). The \(2s\) density at the nucleus is \(1/(8\pi)\), giving a Darwin term \(\frac1{16}\). The spin-orbit term is \(\frac1{48}\,\mathbf l\cdot\mathbf s\), where \(\mathbf l\cdot\mathbf s=-1\) for \(j=\frac12\) and \(+\frac12\) for \(j=\frac32\). Thus

\[
\begin{aligned}
f(2s_{1/2})&=-\tfrac{13}{128}+\tfrac8{128}=-\tfrac5{128},\\
f(2p_{1/2})&=-\tfrac7{384}-\tfrac8{384}=-\tfrac5{128},\\
f(2p_{3/2})&=-\tfrac7{384}+\tfrac4{384}=-\tfrac1{128}.
\end{aligned} \tag{14}
\]

The first two agree although their separate contributions differ. The fine-structure gap per electron is \(\lambda^2/32\) in scaled units.

### From one complex to several

At \(\lambda=0\), the zero-order energy of a configuration depends on how many electrons occupy each \(n\). States with the same such occupations, parity and total \(J\) form a nonrelativistic complex. Parity and \(J\) appear because \(W\) conserves them. At fixed \(\lambda>0\), the occupations of each pair \((n,j)\) must agree instead. The limit \(Z\to\infty\) at fixed \(\lambda\) is formal, since \(\alpha\) must decrease with \(Z\); it defines the coefficients of the expansion.

Two electrons in \(n=2\) have \(\binom82=28\) states. There are four spin-orbitals with \(j=\frac12\) and four with \(j=\frac32\). The 28 states therefore split into \(\binom42=6\), \(4\times4=16\), and \(\binom42=6\). The even states number 16: one from \(2s^2\) and fifteen from \(2p^2\). They split into

\[
16\longrightarrow 2\,(2s^2,2p_{1/2}^2)+8\,(2p_{1/2}2p_{3/2})+6\,(2p_{3/2}^2). \tag{15}
\]

The definition refers to occupations, not to a numerical coincidence of summed energies. Such coincidences occur. For \(n=3\), four electrons with \(k=2\) have the same summed \(1/k\) as one with \(k=1\) and three with \(k=3\), since \(4/2=1+3/3\). By (11) their energies agree through order \(\lambda^2\); a numerical test of (9) finds a separation growing as \(\lambda^4\).

### Where the double series belongs

For each \(\lambda\), take the Dirac configurations with fixed \(n\)-occupations as a basis. Within this space use the matrix of \(H\); account for configurations outside it by perturbation theory. We consider a complex whose zero-order energy lies below the continuum and differs from that of every other set of \(n\)-occupations, so the energy denominators stay finite as \(\lambda\to0\). The complex studied in the second half qualifies: its scaled energy is \(-\frac54\), whereas the continuum begins at \(-\frac98\), the energy left after one \(n=2\) electron is removed. The resulting effective matrix has the double expansion

\[
H_{\rm eff}=Z^2\left[E_0+\lambda^2F+\frac1ZV+O(\lambda^4)+O\!\left(\frac{\lambda^2}{Z}\right)+O\!\left(\frac1{Z^2}\right)\right]. \tag{16}
\]

\(E_0\) is the common hydrogenic energy, \(F\) the sum of the \(f_{nk}\), and \(V\) the Coulomb repulsion between nonrelativistic hydrogenic orbitals.

The powers of \(\lambda\) in the terms of zeroth and first order in \(1/Z\) are even. Since \(\beta\boldsymbol\alpha\beta=-\boldsymbol\alpha\), we have \(h(-\lambda)=\beta h(\lambda)\beta\). Changing the sign of \(\lambda\) changes an orbital \(\psi\) into \(\beta\psi\), which leaves its energy and all Coulomb elements unchanged. The Breit elements contain one \(\boldsymbol\alpha\) for each of two electrons, and the two signs cancel. The bound orbitals depend analytically on \(\lambda\) near zero through (6), so odd powers are absent.

From \(Z^{-2}\) onward, intermediate states include momenta of order \(1/\lambda\), for which the expansion of (4) is not uniform. This argument then no longer excludes odd powers or logarithms.

## II. Competition inside the complex

The second half uses these symbols and results. Lengths are scaled by \(1/Z\), \(\lambda=Z\alpha\), and \(k=j+\frac12\). Equation (16) gives the effective matrix on an \(n\)-complex, with electron repulsion \(V\) and fine structure \(F\). Equation (14) gives the one-electron values \(-5/128\) for \(2s_{1/2}\) and \(2p_{1/2}\), and \(-1/128\) for \(2p_{3/2}\). Multiplying (16) out and removing the common energy \(Z^2E_0\), we obtain the leading splitting

\[
H_{\rm split}=Z\,(V+xF),\qquad x=\lambda^2Z=\alpha^2Z^3. \tag{17}
\]

Relativity competes with repulsion when \(x\) is of order one, although \(\lambda\) may still be small. The value \(x=1\) occurs at \(Z=\alpha^{-2/3}=26.6\). The condition \(x\gg1\) with \(\lambda\ll1\) requires \(\alpha^{-2/3}\ll Z\ll\alpha^{-1}\). The two ends of this window differ by a factor \(\alpha^{-1/3}\), about five, so for real ions the limiting behaviour of (17) at large \(x\) is only partly separated from higher powers of \(\lambda\).

Orbitals with equal \(n\) and \(j\) remain degenerate for a point nucleus, and within the \(n\)-complex the leading competition between repulsion and fine structure is governed by \(x=\alpha^2Z^3\). It remains to construct the repulsion matrix for \(J=0\), follow the mixing as \(x\) grows, examine why the two limits do not commute, and apply the results to beryllium-like tungsten.
